\section*{Energy Error versus Energy Variance: Slope, Extrapolation and Its Bias, part 1}

(Sections cited here and not found follow in the second part.)

\section{The number to be explained}

A selected configuration-interaction (CI) state of the linear H$_8$ chain (spacing 1.00~\AA, STO-3G basis, 960 determinants) lies $0.01085$~eV above the full-CI energy and has an energy variance of $0.97621$~eV$^2$. The ratio of variance to error is an energy, $89.94$~eV. It is more than eleven times the lowest excitation energy of the same inversion symmetry, $7.79$~eV (a triplet level), and 10\% larger than the mean excitation energy of the part of the state that is wrong, $81.44$~eV. For a cruder state with 50 determinants the ratio is $51.21$~eV. What this energy is, and how much it changes from state to state, decides how well the energy can be extrapolated to zero variance.

\section{Definitions and the exact relation}

The algebra is in atomic units. Every formula is homogeneous in the energy, so it holds unchanged with energies in eV and variances in eV$^2$. $H$ is a Hermitian matrix on a finite space; for a molecule it is the Hamiltonian projected on the determinants of a fixed orbital basis. With $P$ the projector on that space and $\psi=P\psi$, the unprojected Hamiltonian $\hat H$ gives $\langle \hat H^2\rangle=\langle \hat HP\hat H\rangle+\langle \hat H(1-P)\hat H\rangle$. The variance used here keeps the first term, so it vanishes at the full-CI state of the basis, and that state is the target of the extrapolation.

Let $H|0\rangle=E_0|0\rangle$ and $K=H-E_0$. A normalized state, with its phase chosen to make $\langle 0|\psi\rangle\ge 0$, is written
\begin{equation}
|\psi\rangle=\sqrt{1-w}\,|0\rangle+\sqrt{w}\,|\chi\rangle,\qquad \langle 0|\chi\rangle=0,\quad \langle\chi|\chi\rangle=1 .
\end{equation}
If $E_0$ is degenerate, $|0\rangle$ is the normalized projection of $\psi$ on the eigenspace, and $\chi$ has no component at $E_0$. Define
\begin{equation}
E=\langle H\rangle,\quad \delta=E-E_0,\quad \sigma^2=\langle (H-E)^2\rangle,\quad \mu_k=\langle\chi|K^k|\chi\rangle .
\end{equation}
Since $K|0\rangle=0$, we have $K|\psi\rangle=\sqrt w\,K|\chi\rangle$, and since $K$ is Hermitian, $\langle 0|K=0$ removes the cross term as well:
\begin{equation}
\delta=\langle\psi|K|\psi\rangle=w\mu_1,\qquad \langle\psi|K^2|\psi\rangle=w\mu_2 .
\end{equation}
Writing $H-E=K-\delta$ and expanding the square gives
\begin{equation}
\sigma^2=\langle K^2\rangle-2\delta\langle K\rangle+\delta^2=w\mu_2-\delta^2 .
\end{equation}
For $\mu_1\neq0$ substitute $w=\delta/\mu_1$:
\begin{equation}
\sigma^2=\delta\,(\bar\omega-\delta),\qquad \bar\omega=\frac{\mu_2}{\mu_1},\qquad R\equiv\frac{\sigma^2}{\delta}=\bar\omega-\delta .
\label{exact}
\end{equation}
No expansion has been made: Eq.~(\ref{exact}) holds for every state with $\mu_1\ne0$, each with its own $\bar\omega$.

For a family of states with the same $\chi$ and varying $w$, $\bar\omega$ is a constant and Eq.~(\ref{exact}) is the quadratic $\delta^2-\bar\omega\delta+\sigma^2=0$. The root that vanishes with $\sigma^2$ is $\delta=\frac{\bar\omega}{2}(1-\sqrt{1-u})$ with $u=4\sigma^2/\bar\omega^2$. Inserting $1-\sqrt{1-u}=u/2+u^2/8+u^3/16+\dots$,
\begin{equation}
\delta=\frac{\sigma^2}{\bar\omega}+\frac{\sigma^4}{\bar\omega^3}+\frac{2\sigma^6}{\bar\omega^5}+\dots
\label{series}
\end{equation}
The error is linear in the variance for $|\delta|\ll|\bar\omega|$, with slope $1/\bar\omega$ and relative correction $\sigma^2/\bar\omega^2\approx\delta/\bar\omega$. This branch of the root ends at $\delta=\bar\omega/2$, where $\sigma^2=\bar\omega^2/4$. Since $\delta=w\mu_1$ with $w\le1$, the family reaches that point only if $\mu_2\le2\mu_1^2$. The variance then has its maximum there, and beyond it falls to the variance of $\chi$ at $w=1$ while $|\delta|$ still grows. If $\mu_2>2\mu_1^2$, the variance rises all the way to $w=1$.

\section{Meaning of the slope}

Expand $\chi=\sum_n a_n|n\rangle$ in eigenstates with $\omega_n=E_n-E_0\neq0$, so $\mu_k=\sum_n|a_n|^2\omega_n^k$. The mean excitation energy of the error state is $\mu_1$, and its own variance is $v_\chi=\mu_2-\mu_1^2\ge0$. Hence
\begin{equation}
\bar\omega=\mu_1+\frac{v_\chi}{\mu_1},\qquad \frac{1}{\bar\omega}=\frac{1}{\mu_1}\,\frac{1}{1+v_\chi/\mu_1^2}.
\label{slope}
\end{equation}
The slope equals $1/\mu_1$ if and only if $v_\chi=0$, that is, if $\chi$ is an eigenstate. Otherwise it is smaller in magnitude. Two averages give $\bar\omega$ directly. With weights $q_n=|a_n|^2\omega_n/\mu_1$, the share of level $n$ in the energy error, $\sum_nq_n\omega_n=\mu_2/\mu_1$, so $\bar\omega$ is the energy-weighted mean excitation energy. The residual $K\psi=\sqrt w\sum_na_n\omega_n|n\rangle$ has normalized weights $p_n=|a_n|^2\omega_n^2/\mu_2$, and
\begin{equation}
\sum_n\frac{p_n}{\omega_n}=\frac{\sum_n|a_n|^2\omega_n}{\mu_2}=\frac{1}{\bar\omega},
\end{equation}
so the slope is the mean inverse excitation energy of the residual.

A model with levels $0,1,\dots,11$~eV and $a_n\propto1/n$ has $\mu_1=1.9383$~eV and $\mu_2=7.0602$~eV$^2$, hence $\bar\omega=3.6425$~eV. With $\sqrt w=\sin\theta$, the ratio $\delta/\sigma^2$ computed from the matrix at $\theta=0.001$ is $0.27453$~eV$^{-1}$, equal to $1/\bar\omega$ in all five digits, while $1/\mu_1=0.51593$~eV$^{-1}$. At $\theta=0.2$, $\sigma^2=0.27281$~eV$^2$ and the three terms of Eq.~(\ref{series}) are $0.07490+0.00154+0.00006=0.07650$~eV, the computed $\delta$.

\paragraph{Ground state.} All $\omega_n\ge\Delta=E_1-E_0>0$, where $E_1$ is the lowest other level on which $\psi$ can have weight, for instance the next level of its symmetry block. Then $\mu_1\ge\Delta$, and Eq.~(\ref{slope}) gives $\bar\omega\ge\mu_1\ge\Delta$. Since $\delta\ge0$, Eq.~(\ref{exact}) gives $\sigma^2\ge\delta(\Delta-\delta)=\delta(E_1-E)$. Dividing by $E_1-E$, which requires $E<E_1$, yields Temple's bound
\begin{equation}
\delta\le\frac{\sigma^2}{E_1-E}.
\end{equation}
It is an equality when $\chi$ belongs to the level $E_1$. Otherwise it exceeds $\delta$ by the factor $R/(E_1-E)$.

\paragraph{Excited target.} The $\omega_n$ have both signs, the $q_n$ are not a probability, and the slope $\mu_1/\mu_2$ has the sign of $\mu_1$. For target level 5 of the model and $\chi=(|2\rangle+|6\rangle)/\sqrt2$, $\mu_1=(-3+1)/2=-1$~eV and $\mu_2=(9+1)/2=5$~eV$^2$, and the computed slope is $-0.20000$~eV$^{-1}$. For $\chi=(|4\rangle+|6\rangle)/\sqrt2$, $\mu_1=0$: then $\delta=0$ while $\sigma^2=w\mu_2>0$, and the line is flat. The variance vanishes at every eigenstate, so a sequence with $\sigma^2\to0$ must be checked, by symmetry or overlap, to approach the intended one.

\section{Two-point extrapolation and its error}

Take two states $a$ and $b$ with $\sigma_a^2>\sigma_b^2$. The straight line through $(\sigma_a^2,E_a)$ and $(\sigma_b^2,E_b)$, called the chord below, meets $\sigma^2=0$ at
\begin{equation}
E_x=E_b-g\,(E_a-E_b),\qquad g=\frac{\sigma_b^2}{\sigma_a^2-\sigma_b^2}.
\label{chord}
\end{equation}
Subtract $E_0$, put the terms over one denominator and insert $\sigma^2=R\delta$ for each state:
\begin{align}
E_x-E_0&=\frac{\delta_b(\sigma_a^2-\sigma_b^2)-\sigma_b^2(\delta_a-\delta_b)}{\sigma_a^2-\sigma_b^2}
=\frac{\delta_b\sigma_a^2-\delta_a\sigma_b^2}{\sigma_a^2-\sigma_b^2}\nonumber\\
&=-\frac{\delta_a\delta_b\,(R_b-R_a)}{\sigma_a^2-\sigma_b^2}.
\label{bias}
\end{align}
The chord is exact when $R_a=R_b$. For a ground state it falls below $E_0$ when $R$ is larger for the state of smaller variance. With $k=\delta_a/\delta_b>1$ and $R_b=(1+\eta)R_a$, the denominator is $R_a\delta_b(k-1-\eta)$, so
\begin{equation}
\frac{E_x-E_0}{\delta_b}=-\frac{k\eta}{k-1-\eta}.
\label{rel}
\end{equation}
For $\eta>0$ the chord improves on $E_b$ if $k\eta<k-1-\eta$, that is $\eta<(k-1)/(k+1)$. For $\eta<0$ the condition $k|\eta|<k-1+|\eta|$ reduces to $|\eta|<1$, which holds for a ground state because $R_b>0$. For $k\to\infty$ the error relative to $\delta_b$ tends to $-\eta$; a $k$ close to $1+\eta$ amplifies it. The inverse slope of the chord follows from $R_a\delta_a-R_b\delta_b=R_a(\delta_a-\delta_b)-\delta_b(R_b-R_a)$:
\begin{equation}
\frac{\sigma_a^2-\sigma_b^2}{\delta_a-\delta_b}=R_a-\frac{R_b-R_a}{k-1}.
\label{inv}
\end{equation}
For $R_b>R_a$ it lies below both ratios, so a fitted slope does not measure the $\bar\omega$ of either state.

\subsection{Fixed error state}

With $\bar\omega_a=\bar\omega_b=\bar\omega$, $R_b-R_a=\delta_a-\delta_b$ and
$\sigma_a^2-\sigma_b^2=\bar\omega(\delta_a-\delta_b)-(\delta_a^2-\delta_b^2)=(\delta_a-\delta_b)(\bar\omega-\delta_a-\delta_b)$. Therefore
\begin{equation}
E_x-E_0=-\frac{\delta_a\delta_b}{\bar\omega-\delta_a-\delta_b},
\label{fixed}
\end{equation}
an error of second order in $\delta$, fourth order in the amplitude $\sqrt w$. For a ground state it is an undershoot; for an excited target with $\bar\omega<0$ and small $|\delta|$ it is an overshoot. In the model, $\theta=0.4$ and $0.2$ give $\delta=0.29393$ and $0.07650$~eV, and $-0.29393\times0.07650/(3.6425-0.3704)=-0.00687$~eV, the intercept of the computed line.

This bias can be removed. Equation~(\ref{exact}) reads $\sigma^2=(E-E_0)(E_0+\bar\omega-E)$, so $\sigma^2+E^2=mE+c_0$ with $m=2E_0+\bar\omega$ and $c_0=-E_0(E_0+\bar\omega)$. Two states fix $m$ and $c_0$, and the roots of $z^2-mz-c_0=0$ are $E_0$ and $E_0+\bar\omega$. A shift of the energy zero by $s$ adds $2sE+s^2$ to $E^2$, which is linear in $E$, so the roots shift by $s$ and any zero may be used. Measured from $E_b$, $c_0=\sigma_b^2$ and, for $\bar\omega>0$,
\begin{equation}
E_p=E_b+\tfrac12\Big(m-\sqrt{m^2+4\sigma_b^2}\Big),\quad m=\frac{\sigma_a^2+\epsilon^2-\sigma_b^2}{\epsilon},\quad \epsilon=E_a-E_b .
\label{parab}
\end{equation}
If the two states have different $\bar\omega$, take the zero at $E_0$. The points are $(\delta,\bar\omega\delta)$, so $m=(\bar\omega_a\delta_a-\bar\omega_b\delta_b)/(\delta_a-\delta_b)$ and $c_0=\bar\omega_b\delta_b-m\delta_b=\delta_a\delta_b(\bar\omega_b-\bar\omega_a)/(\delta_a-\delta_b)$. For $|c_0|\ll m^2$ and $m>0$ the lower root is $-c_0/m$:
\begin{equation}
E_p-E_0\approx-\frac{\delta_a\delta_b(\bar\omega_b-\bar\omega_a)}{\bar\omega_a\delta_a-\bar\omega_b\delta_b}.
\label{parbias}
\end{equation}
This is Eq.~(\ref{bias}) with $\bar\omega$ in place of $R=\bar\omega-\delta$. The parabola cures the term $-\delta$ and leaves the drift of $\bar\omega$.

\subsection{Smoothly drifting error state}

Let $\psi\propto|0\rangle+t|\chi_0\rangle+t^2|\chi_1\rangle$ with $t>0$, $\chi_0$ normalized, both vectors orthogonal to $|0\rangle$, $\mu_k$ the moments of $\chi_0$, and $\nu_k=\mathrm{Re}\langle\chi_0|K^k|\chi_1\rangle$. The squared norm is $1+O(t^2)$ and changes the expectation values at order $t^4$, as does the term $\delta^2$ in the variance. Thus
\begin{align}
\delta&=t^2\mu_1+2t^3\nu_1+O(t^4),\qquad \sigma^2=t^2\mu_2+2t^3\nu_2+O(t^4),\\
\delta&-\frac{\mu_1}{\mu_2}\sigma^2=2t^3\,\frac{\nu_1\mu_2-\nu_2\mu_1}{\mu_2}+O(t^4).
\end{align}
To leading order $t^3=\sigma^3/\mu_2^{3/2}$, so
\begin{equation}
\delta=\frac{\mu_1}{\mu_2}\sigma^2+c\,\sigma^3+O(\sigma^4),\qquad c=\frac{2(\nu_1\mu_2-\nu_2\mu_1)}{\mu_2^{5/2}} .
\end{equation}
If $\chi_1=\alpha\chi_0$ then $\nu_k=\mathrm{Re}\,\alpha\,\mu_k$ and $c=0$, as a fixed error state requires. In the second form of Eq.~(\ref{bias}) the linear term cancels, and the cubic term gives
\begin{equation}
E_x-E_0=\frac{c\,\sigma_a^2\sigma_b^2(\sigma_b-\sigma_a)}{\sigma_a^2-\sigma_b^2}=-\frac{c\,\sigma_a^2\sigma_b^2}{\sigma_a+\sigma_b},
\end{equation}
to leading order. This is of order $t^3$ and, for $c\ne0$ and small $t$, outweighs the order-$t^4$ bias of Eq.~(\ref{fixed}). With $\chi_1=|11\rangle$ in the model, $\nu_1=0.8011$~eV and $\nu_2=8.8126$~eV$^2$, so $c=2(5.656-17.081)/132.45=-0.1725$~eV$^{-2}$; finite differences of the computed energies give $-0.17253$~eV$^{-2}$, and the leading chord error was tested on the same family.

\subsection{Least squares through several points}

For points $(x_i,y_i)=(\sigma_i^2,E_i)$, $i=1,\dots,n$, the unweighted least-squares intercept is $(\sum y\sum x^2-\sum x\sum xy)/(n\sum x^2-(\sum x)^2)$. The chord of a pair has intercept $c_{ij}=(y_ix_j-y_jx_i)/(x_j-x_i)$. Summing over pairs, with $\sum_{i<j}=\frac12\sum_{ij}$ for a symmetric summand that vanishes at $i=j$,
\begin{align}
\sum_{i<j}(x_j-x_i)^2c_{ij}&=\tfrac12\sum_{ij}\big(y_ix_j^2+y_jx_i^2-x_ix_jy_i-x_ix_jy_j\big)\nonumber\\
&=\sum y\sum x^2-\sum x\sum xy,
\end{align}
and likewise $\sum_{i<j}(x_j-x_i)^2=n\sum x^2-(\sum x)^2$. The fitted intercept is the average of all chord intercepts with weights $(x_j-x_i)^2$. If all chords err on one side, the fit errs on that side by at least as much as the best chord.

This part has established the exact relation between variance and energy error, the meaning of its slope, and the errors of chord, parabola and least-squares extrapolation. What remains is to see how these results carry over to large systems and to selected CI, and to apply them to the linear H$_8$ chain.
